**First-order poling period for doubling 1064 nm light**

The program tests $\Lambda=\lambda/[2(n_2-n_1)]$, where $\lambda$ is the vacuum wavelength of the fundamental and $n_1$, $n_2$ are the indices at the fundamental and second harmonic. It integrates the signed harmonic source domain by domain and scans the period; the best value for a 10 mm crystal is 6.8205 µm, in agreement with the formula. It asserts the coherence length, the growth factors of the first three orders, the effect of unequal domains and the absence of sustained growth when the period equals one coherence length. The acceptance width found from the half-power points is 4.12 nm, as the formula predicts. A finite-difference solution of the full driven wave equation over ten periods gives a conversion of 3.794 × 10⁻⁷, against 3.796 × 10⁻⁷ from the formula, and a backward harmonic below its bound. The output also sizes index rounding, heating, pump depletion and focusing, using rough material values. Index rounding alone moves the period between 6.73 and 6.91 µm, far more than the acceptance width.

## Numerical verification

```python
# Result under test: the first-order poling period for frequency doubling is
#   period = wavelength / (2 (n_harm - n_fund)),  wavelength = fundamental in vacuum.
# n_fund, n_harm: indices at the fundamental and second harmonic.
# mismatch = k_harm - 2 k_fund; growth = integral of domain sign * exp(-i mismatch z).
# Lengths are in micrometres unless a name says otherwise.
import numpy as np
from scipy.constants import c, epsilon_0
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

wavelength = 1.064
n_fund, n_harm = 2.156, 2.234
length = 10000.0
k_fund = 2 * np.pi * n_fund / wavelength
k_harm = 2 * np.pi * n_harm / (wavelength / 2)
mismatch = k_harm - 2 * k_fund
nodes, weights = np.polynomial.legendre.leggauss(12)


def growth(period, crystal, duty=0.5):
    """Integrate the signed source numerically, domain by domain."""
    starts = np.arange(int(np.ceil(crystal / period)) + 1) * period
    edges = np.sort(np.concatenate([starts, starts + duty * period]))
    edges = np.minimum(edges, crystal)
    half = np.diff(edges) / 2
    middle = (edges[1:] + edges[:-1]) / 2
    signs = 1 - 2 * (np.arange(len(half)) % 2)
    z = middle[:, None] + half[:, None] * nodes
    return np.sum(signs * half * (np.exp(-1j * mismatch * z) @ weights))


# The formulas
period = wavelength / (2 * (n_harm - n_fund))
coherence = wavelength / (4 * (n_harm - n_fund))

# Uniform crystal: locate the first maximum numerically
uniform = minimize_scalar(lambda x: -abs(growth(100.0, x)),
                          bounds=(0.1, 6.8), method="bounded")
assert abs(uniform.x - coherence) < 1e-3
assert abs(-uniform.fun - 2 / mismatch) < 1e-6

# Best period: wide scan in a short crystal, then refinement in the long one
trial = np.arange(4.0, 12.0, 0.01)
coarse = trial[np.argmax([abs(growth(p, 500.0)) for p in trial])]
trial = np.arange(coarse - 0.02, coarse + 0.02, 0.0005)
fine = trial[np.argmax([abs(growth(p, length)) for p in trial])]
best = minimize_scalar(lambda p: -abs(growth(p, length)),
                       bounds=(fine - 0.001, fine + 0.001), method="bounded",
                       options={"xatol": 1e-7})
assert abs(best.x - period) < 2e-5
assert abs(-best.fun / (2 * length / np.pi) - 1) < 1e-3

# Acceptance width in period, found from the half-power points
def half_power(p):
    return (growth(p, length) / best.fun).real**2 + \
        (growth(p, length) / best.fun).imag**2 - 0.5


width = (brentq(half_power, best.x, best.x + 0.004)
         - brentq(half_power, best.x - 0.004, best.x))
width_formula = 0.886 * period**2 / length
assert abs(width / width_formula - 1) < 0.01

# Higher orders, unequal domains, and the mistaken period
short = 60 * period
orders = [abs(growth(m * period, short)) / short for m in (1, 2, 3)]
assert np.allclose(orders, [2 / np.pi, 0, 2 / (3 * np.pi)], atol=1e-6)
unequal = abs(growth(period, short, 0.4)) / short
assert abs(unequal - 2 / np.pi * np.sin(0.4 * np.pi)) < 1e-6
mistaken = abs(growth(coherence, length))
assert mistaken < 5.0

# Rough operating values for conversion
power_w, radius, d_m_per_v = 1.0, 50.0, 25e-12
intensity = power_w / (np.pi * (radius * 1e-6)**2)
omega = 2 * np.pi * c / (wavelength * 1e-6)


def conversion(crystal):
    d_eff = 2 * d_m_per_v / np.pi
    return (2 * omega**2 * d_eff**2 * (crystal * 1e-6)**2 * intensity
            / (n_fund**2 * n_harm * epsilon_0 * c**3))


# Full driven wave equation, finite differences, outgoing waves at both ends
per_domain, domains = 6000, 20
step = period / (2 * per_domain)
index = np.arange(per_domain * domains + 1)
z = index * step
sign = np.where((index // per_domain) % 2 == 0, 1.0, -1.0)
sign[per_domain:-1:per_domain] = 0.0
sign[-1] = -1.0
field_sq = 2 * intensity / (n_fund * epsilon_0 * c)
source = ((4 * np.pi / wavelength)**2 * d_m_per_v * field_sq
          * sign * np.exp(2j * k_fund * z))
bands = np.ones((3, len(z)), dtype=complex)
bands[1] = -2 + (k_harm * step)**2
bands[1, [0, -1]] += 2j * k_harm * step
bands[0, 1] = 2
bands[2, -2] = 2
harmonic = solve_banded((1, 1), bands, -source * step**2)
eta_wave = n_harm * abs(harmonic[-1])**2 / (n_fund * field_sq)
eta_short = conversion(10 * period)
assert abs(eta_wave / eta_short - 1) < 2e-3
back_ratio = abs(harmonic[0] / harmonic[-1])**2
back_bound = ((n_harm - n_fund) / (n_harm + n_fund))**2
assert back_ratio < 1.01 * back_bound

# Sizes of neglected effects
eta = conversion(length)
assert eta < 0.05
low = wavelength / (2 * (n_harm - n_fund + 0.001))
high = wavelength / (2 * (n_harm - n_fund - 0.001))
slope, expansion, heating = 2e-5, 1.5e-5, 100.0
hot = wavelength / (2 * (n_harm - n_fund + slope * heating))
rayleigh = np.pi * radius**2 * n_fund / wavelength
gouy = 2 * np.arctan(length / 2 / rayleigh)
gouy_shift = period**2 * gouy / (2 * np.pi * length)
assert high - low > 10 * width

print(f"Fundamental wavelength: {wavelength * 1000:.0f} nm")
print(f"Index at fundamental: {n_fund:.3f}")
print(f"Index at second harmonic: {n_harm:.3f}")
print(f"Index difference: {n_harm - n_fund:.3f}")
print(f"Fundamental wave number: {k_fund:.4f} rad/um")
print(f"Harmonic wave number: {k_harm:.4f} rad/um")
print(f"Phase mismatch: {mismatch:.4f} rad/um")
print(f"Coherence length = domain width: {coherence:.3f} um")
print(f"First-order period, formula: {period:.4f} um = {period*1000:.1f} nm")
print(f"Best period, numerical scan: {best.x:.4f} um")
print(f"Crystal length: {length / 1000:.0f} mm")
print(f"Domains in crystal: about {length / coherence:.0f}")
print(f"Largest |G|, uniform crystal: {-uniform.fun:.3f} um")
print(f"|G|, poled crystal: {-best.fun:.0f} um")
print(f"Power ratio, poled to best uniform: {(best.fun/uniform.fun)**2:.2e}")
print(f"|G| if period = coherence length: {mistaken:.2f} um")
print(f"|G|/L in order 1: {orders[0]:.4f}")
print(f"|G|/L in order 2: {orders[1]:.4f}")
print(f"|G|/L in order 3: {orders[2]:.4f}")
print(f"Third-order period: {3 * period:.2f} um")
print(f"Power kept with 40:60 domains: {(unequal/orders[0])**2:.3f}")
print(f"Period acceptance, full width, numerical: {width * 1000:.2f} nm")
print(f"Period acceptance, formula: {width_formula * 1000:.2f} nm")
print(f"Period if index difference is 0.001 larger: {low:.3f} um")
print(f"Period if index difference is 0.001 smaller: {high:.3f} um")
print(f"Rough slope of index difference: {slope:.1e} per K")
print(f"Required period when {heating:.0f} K hotter: {hot:.2f} um")
print(f"Rough thermal expansion coefficient: {expansion:.1e} per K")
print(f"Grating expansion on heating: {period*expansion*heating*1000:.0f} nm")
print(f"Pump power: {power_w:.0f} W; beam radius: {radius:.0f} um")
print(f"Mean pump intensity: {intensity / 1e7:.1f} kW/cm2")
print(f"Rough nonlinear coefficient d: {d_m_per_v * 1e12:.0f} pm/V")
print(f"Effective coefficient: {2*d_m_per_v/np.pi*1e12:.1f} pm/V")
print(f"Conversion = pump depletion, 10 mm: {eta * 100:.2f} %")
print(f"Conversion, 10 periods, wave equation: {eta_wave:.4e}")
print(f"Conversion, 10 periods, formula: {eta_short:.4e}")
print(f"Rayleigh range in crystal: {rayleigh / 1000:.1f} mm")
print(f"Gouy phase across crystal: {gouy:.2f} rad")
print(f"Equivalent period shift from focusing: {gouy_shift*1000:.2f} nm")
print(f"Backward/forward power, upper bound: {back_bound:.1e}")
print(f"Backward/forward power, wave equation: {back_ratio:.1e}")
print("every check passed")
```

Running it gives:

```
Fundamental wavelength: 1064 nm
Index at fundamental: 2.156
Index at second harmonic: 2.234
Index difference: 0.078
Fundamental wave number: 12.7317 rad/um
Harmonic wave number: 26.3847 rad/um
Phase mismatch: 0.9212 rad/um
Coherence length = domain width: 3.410 um
First-order period, formula: 6.8205 um = 6820.5 nm
Best period, numerical scan: 6.8205 um
Crystal length: 10 mm
Domains in crystal: about 2932
Largest |G|, uniform crystal: 2.171 um
|G|, poled crystal: 6366 um
Power ratio, poled to best uniform: 8.60e+06
|G| if period = coherence length: 1.08 um
|G|/L in order 1: 0.6366
|G|/L in order 2: 0.0000
|G|/L in order 3: 0.2122
Third-order period: 20.46 um
Power kept with 40:60 domains: 0.905
Period acceptance, full width, numerical: 4.12 nm
Period acceptance, formula: 4.12 nm
Period if index difference is 0.001 larger: 6.734 um
Period if index difference is 0.001 smaller: 6.909 um
Rough slope of index difference: 2.0e-05 per K
Required period when 100 K hotter: 6.65 um
Rough thermal expansion coefficient: 1.5e-05 per K
Grating expansion on heating: 10 nm
Pump power: 1 W; beam radius: 50 um
Mean pump intensity: 12.7 kW/cm2
Rough nonlinear coefficient d: 25 pm/V
Effective coefficient: 15.9 pm/V
Conversion = pump depletion, 10 mm: 0.82 %
Conversion, 10 periods, wave equation: 3.7941e-07
Conversion, 10 periods, formula: 3.7961e-07
Rayleigh range in crystal: 15.9 mm
Gouy phase across crystal: 0.61 rad
Equivalent period shift from focusing: 0.45 nm
Backward/forward power, upper bound: 3.2e-04
Backward/forward power, wave equation: 5.5e-08
every check passed
```
